\section*{The field-insensitive electron-spin transition of the bismuth donor in silicon}

\section{Problem}

A neutral bismuth donor in silicon binds one electron, with spin $S=1/2$, to a nucleus with spin $I=9/2$. In a static field $B$ along $z$, take
\begin{equation}
H=\gamma_e B S_z-\gamma_n B I_z+A\,\mathbf S\cdot\mathbf I ,
\label{H}
\end{equation}
where energies are divided by Planck's constant $h$ and spin operators are dimensionless. The coupling is $A=1475$ MHz. With rounded $g$ factors, 2.000 for the electron and 0.91 for the nucleus, $\gamma_e=g\mu_B/h=27.9925$ MHz/mT and $\gamma_n=g_I\mu_N/h=6.937$ kHz/mT. The silicon is unstrained, and $g$ and $A$ are isotropic. Atomic units would be unnatural here, so frequencies are in MHz and fields in mT.

A weak microwave magnetic field is applied perpendicular to $B$. Between 40 and 100 mT, at what field and frequency does it drive a transition whose frequency is stationary in $B$? How strongly is this transition driven, and what sensitivity remains?

\section{A tempting solution that goes wrong}

The first part of this solution is sound. Write
\begin{equation}
\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+).
\end{equation}
The last two terms exchange one unit of angular momentum between electron and nucleus, so $m=m_S+m_I$ is conserved. For $|m|\le4$, two product states share each $m$: $|\!\uparrow,m-\frac12\rangle$ and $|\!\downarrow,m+\frac12\rangle$. Their diagonal energies are
\begin{align}
H_\uparrow&=\tfrac12\gamma_eB-\gamma_nB(m-\tfrac12)+\tfrac A2(m-\tfrac12),\\
H_\downarrow&=-\tfrac12\gamma_eB-\gamma_nB(m+\tfrac12)-\tfrac A2(m+\tfrac12).
\end{align}
Their mean is $-A/4-\gamma_nBm$, and their difference is $(\gamma_e+\gamma_n)B+Am$. The off-diagonal element is
\begin{equation}
\tfrac A2\sqrt{I(I+1)-(m+\tfrac12)(m-\tfrac12)}
=\tfrac A2\sqrt{\tfrac{99}{4}-m^2+\tfrac14}=\tfrac A2 s_m,
\end{equation}
with $s_m=\sqrt{25-m^2}$. Define the reduced field $x=(\gamma_e+\gamma_n)B/A$. The block is then
\begin{equation}
H_m=-\frac A4-\gamma_nBm+\frac A2
\begin{pmatrix}x+m&s_m\\ s_m&-(x+m)\end{pmatrix}.
\label{block}
\end{equation}
The square of the last matrix is $(x+m)^2+s_m^2$ times the unit matrix, so its eigenvalues are $\pm r_m$ and
\begin{equation}
E_\pm(m)=-\frac A4-\gamma_nBm\pm\frac A2r_m,\qquad
r_m=\sqrt{x^2+2mx+25}.
\label{E}
\end{equation}
The two remaining states, $m=\pm5$, are product states with
\begin{equation}
E(\pm5)=-\tfrac A4\mp5\gamma_nB+\tfrac A2(5\pm x).
\end{equation}
This completes the diagonalisation. At $B=0$ every $r_m$ equals 5, and the levels form two manifolds separated by $5A=7375$ MHz.

Now comes the tempting step. Each block is an avoided crossing, and a gap is stationary where it is smallest. The gap $E_+(m)-E_-(m)=Ar_m$ has its minimum at $x=-m$, where it equals $As_m$. The interval from 40 to 100 mT corresponds to $0.76<x<1.90$, which admits $m=-1$. This gives
\begin{equation}
B=\frac{1475}{27.9994}=52.7\ \text{mT},\qquad
f=1475\sqrt{24}=7226\ \text{MHz}.
\label{wrong}
\end{equation}

\section{Where the fault lies}

The stationary gap in (\ref{wrong}) exists, but the specified microwave field does not drive it. Both of its levels have the same $m$. A perpendicular field acts through $S_x=(S_++S_-)/2$ and, much more weakly, through $I_x$. Each of these operators changes $m$ by one unit. The transition in (\ref{wrong}) would need an oscillating field parallel to $B$, which acts through $S_z$.

The driven transitions join different blocks, whose avoided crossings lie at different fields. For $m=-1$ and $m=-2$ the centres are at $x=1$ and $x=2$. At the first centre one level is flat, apart from the nuclear term, while the other still moves. Stationarity of the transition requires equal slopes of its two levels; neither slope has to vanish.

The error matters in practice. At $x=1$, neglecting the nuclear Zeeman term, the frequency between the blocks $m=-1$ and $m=-2$ has slope
\begin{equation}
\frac{\gamma_e+\gamma_n}{2}\left(0+\frac{-1}{\sqrt{22}}\right)
\simeq-3.0\ \text{MHz/mT},
\end{equation}
as follows from differentiating (\ref{E}) with $r_{-2}=\sqrt{1-4+25}$. An experiment set to 52.7 mT would therefore have a driven transition that still depends on the field to first order, with about a tenth of a free electron's slope.

\section{The right solution}

\subsection{Frequencies with the correct selection rule}

For neighbouring projections $m$ and $m-1$ there are two transitions between the manifolds:
\begin{align}
a:&\quad |-,m-1\rangle\leftrightarrow|+,m\rangle,\\
b:&\quad |-,m\rangle\leftrightarrow|+,m-1\rangle.
\end{align}
Subtracting the energies in (\ref{E}) gives
\begin{equation}
f_{a,b}=\mp\gamma_nB+F(B),\qquad
F=\frac A2(r_m+r_{m-1}),
\label{fab}
\end{equation}
with the upper sign for $a$. The sign follows from $-m+(m-1)=-1$ for $a$ and $-(m-1)+m=+1$ for $b$.

First leave out the small term $\mp\gamma_nB$. Let $\theta_m$, between 0 and $\pi$, be the mixing angle of block (\ref{block}):
\begin{equation}
\cos\theta_m=\frac{x+m}{r_m},\qquad
\sin\theta_m=\frac{s_m}{r_m}.
\end{equation}
Differentiating $r_m^2=x^2+2mx+25$ gives $dr_m/dx=\cos\theta_m$. A second differentiation gives
\begin{equation}
\frac{d^2r_m}{dx^2}=\frac1{r_m}-\frac{(x+m)^2}{r_m^3}
=\frac{s_m^2}{r_m^3}>0 .
\label{convex}
\end{equation}
Thus $F$ is strictly convex in $B$. It has at most one stationary point for each pair of blocks, and that point is a minimum.

Stationarity of $F$ requires $\cos\theta_m+\cos\theta_{m-1}=0$, hence $\theta_{m-1}=\pi-\theta_m$. The cotangents are then opposite:
\begin{equation}
\frac{x+m}{s_m}=-\frac{x+m-1}{s_{m-1}} .
\end{equation}
Multiplying by $s_ms_{m-1}$ and collecting $x$,
\begin{equation}
x_0=-\frac{m\,s_{m-1}+(m-1)s_m}{s_m+s_{m-1}} .
\label{x0}
\end{equation}

The frequency follows without inserting $x_0$ into the square roots. The sines of the two angles are equal at the minimum, so
\begin{equation}
(r_m+r_{m-1})\sin\theta_m=s_m+s_{m-1}.
\end{equation}
The cosines are opposite, so
\begin{equation}
(r_m+r_{m-1})\cos\theta_m=(x_0+m)-(x_0+m-1)=1.
\end{equation}
Squaring and adding these relations gives
\begin{equation}
F_0=\frac A2\sqrt{1+(s_m+s_{m-1})^2}.
\label{f0}
\end{equation}
In this approximation the minimum frequency is fixed by $A$ and the spin quantum numbers. The electron $g$ factor changes the field at which the minimum occurs, but not $F_0$.

\subsection{Choosing the pair and inserting numbers}

For $m\ge1$ the numerator bracket in (\ref{x0}) is positive and $x_0$ is negative, so there is no minimum at positive field. For $m=0,-1,-2,-3$ the bracket is negative and $x_0$ is positive. Equations (\ref{x0}) and (\ref{f0}) give:
\begin{center}
\begin{tabular}{ccc}
blocks & field (mT) & $F_0$ (MHz)\\
$0,-1$ & 26.61 & 7337.7\\
$-1,-2$ & 79.90 & 7031.4\\
$-2,-3$ & 133.49 & 6372.5\\
$-3,-4$ & 188.14 & 5214.9
\end{tabular}
\end{center}
The pair in the requested interval is $m=-1$ and $m-1=-2$. There are also pairs within one manifold and pairs containing a state $m=\pm5$. To include them, the full $20\times20$ matrix was diagonalised at steps of 1 mT from 1 to 200 mT, and sign changes of the slope difference were sought for every pair with $|\Delta m|=1$. The search found eight stationary transitions: types $a$ and $b$ for each row above.

For the requested pair, $s_{-1}=\sqrt{24}=4.8990$ and $s_{-2}=\sqrt{21}=4.5826$. Therefore
\begin{align}
x_0&=\frac{4.5826+2(4.8990)}{4.8990+4.5826}=1.5167,\\
B_0&=\frac{1.51669\times1475}{27.9994}=79.90\ \text{mT},\\
F_0&=737.5\,(4.92615+4.60799)=7031.4\ \text{MHz}.
\end{align}
The numbers in the last bracket are $r_{-1}$ and $r_{-2}$ at $x_0$.

The minimum results from two competing limits. At very small field, $\cos\theta_m=m/5$, and $dF/dB=(\gamma_e+\gamma_n)(-1-2)/10$, which is negative. At high field both cosines approach 1, and the slope approaches $\gamma_e+\gamma_n$, close to that of a free electron. Hyperfine mixing controls the first limit and the Zeeman energy the second.

\subsection{The nuclear Zeeman term splits the answer}

From (\ref{convex}), the curvature with respect to field is
\begin{equation}
F''=\frac{(\gamma_e+\gamma_n)^2}{2A}
\left(\frac{s_m^2}{r_m^3}+\frac{s_{m-1}^2}{r_{m-1}^3}\right).
\end{equation}
For our pair the bracket is $0.2008+0.2146=0.4154$ and the prefactor is $0.26575$ MHz/mT$^2$, so $F''=110.4$ kHz/mT$^2$.

Near $B_0$, the stationary condition for (\ref{fab}) is $\mp\gamma_n+F''\,\delta B=0$. To leading order,
\begin{equation}
\delta B=\pm\frac{\gamma_n}{F''}
=\pm\frac{6.937}{110.4}=\pm0.063\ \text{mT}.
\end{equation}
Finding the zero of the slope difference numerically in the full matrix gives
\begin{align}
a:&\quad B=79.96\ \text{mT},\quad f=7030.9\ \text{MHz},\\
b:&\quad B=79.84\ \text{mT},\quad f=7032.0\ \text{MHz}.
\end{align}
The answer is thus a close pair of transitions near 80 mT and 7.03 GHz. At the same field they are separated by $2\gamma_nB=1.11$ MHz. The last digits serve to resolve this pair. They do not predict a particular sample to that accuracy: an error of 0.5 MHz in $A$ alone moves both frequencies by about 2.4 MHz.

\subsection{Why both transitions are driven}

The eigenvectors of (\ref{block}) are
\begin{align}
|+,m\rangle&=\cos\tfrac{\theta_m}{2}|\!\uparrow,m-\tfrac12\rangle
+\sin\tfrac{\theta_m}{2}|\!\downarrow,m+\tfrac12\rangle,\\
|-,m\rangle&=-\sin\tfrac{\theta_m}{2}|\!\uparrow,m-\tfrac12\rangle
+\cos\tfrac{\theta_m}{2}|\!\downarrow,m+\tfrac12\rangle.
\end{align}
Since $S_+$ turns $|\!\downarrow,m-\frac12\rangle$ into $|\!\uparrow,m-\frac12\rangle$,
\begin{align}
\langle+,m|S_+|-,m-1\rangle
&=\cos\tfrac{\theta_m}{2}\cos\tfrac{\theta_{m-1}}{2},\\
\langle-,m|S_+|+,m-1\rangle
&=-\sin\tfrac{\theta_m}{2}\sin\tfrac{\theta_{m-1}}{2}.
\end{align}
At high field the angles tend to zero. Transition $a$ becomes an electron flip at fixed $m_I=-3/2$, while $b$ becomes forbidden. At $B_0$, however, $\theta_{m-1}=\pi-\theta_m$, and both products have magnitude $\frac12\sin\theta_m$. Because $S_x$ contains half of $S_+$,
\begin{equation}
|\langle S_x\rangle_{a}|=|\langle S_x\rangle_{b}|
=\tfrac14\sin\theta_{-1}=\tfrac14(0.9945)=0.2486 .
\end{equation}
A free spin has $1/2$, so the drive is about half as effective for the same field amplitude. Absorption on $a$ raises $m$ and absorption on $b$ lowers it. The two therefore respond to opposite senses of circular polarisation.

The electron polarisation shows directly what was missed in the tempting solution. In the two levels of $a$,
\begin{equation}
\langle S_z\rangle_{+,m}=\tfrac12\cos\theta_m,\qquad
\langle S_z\rangle_{-,m-1}=-\tfrac12\cos\theta_{m-1}.
\end{equation}
At $B_0$ both equal 0.0524. The levels move with the field, but they move together.

Consider a linear drive $B_1\cos(2\pi ft)$ with $B_1=0.01$ mT. Its coupling has amplitude $V\simeq\gamma_eB_1|\langle S_x\rangle|=0.0696$ MHz. In the rotating-wave approximation half of this amplitude is resonant, and the transferred population is $\sin^2(\pi Vt)$. A $\pi$ pulse takes $1/(2V)=7.18\ \mu$s. For the partner, detuned by $\Delta=1.109$ MHz, the largest transfer is
\begin{equation}
\frac{V^2}{V^2+\Delta^2}=0.0039 .
\end{equation}
A stepwise time evolution of all 20 levels gives only about $10^{-5}$ at the end of this particular pulse. The partner has then completed $t\sqrt{V^2+\Delta^2}\simeq7.98$ cycles, close to a whole number. A different pulse length can bring its transfer near the bound.

\section{What remains of the sensitivity}

\subsection{Magnetic fields}

A deviation $\delta B$ of the applied field from the minimum costs $\frac12F''\delta B^2$. For 0.1 mT this is 0.55 kHz, compared with 2.80 MHz for a free electron.

The field of silicon-29 nuclei needs a separate argument, because through the contact coupling it acts on the donor electron and not on the bismuth nucleus. First treat it as a classical extra field $b$ along $z$, constant during a measurement. At the minimum of $a$, equal total slopes imply
\begin{equation}
\gamma_e\Delta\langle S_z\rangle-\gamma_n\Delta\langle I_z\rangle=0,
\end{equation}
where $\Delta$ means upper level minus lower. Since $\Delta\langle S_z\rangle+\Delta\langle I_z\rangle=1$, it follows that $\Delta\langle S_z\rangle=\gamma_n/(\gamma_e+\gamma_n)$. The electron-only slope is $\gamma_e\Delta\langle S_z\rangle\simeq\gamma_n$, so to second order
\begin{equation}
\delta f\simeq\gamma_nb+\tfrac12F''b^2 .
\end{equation}
For a Gaussian $b$ of zero mean and standard deviation $\sigma$, the variance of $b^2$ is $2\sigma^4$, and the covariance of $b$ with $b^2$ vanishes. Hence
\begin{equation}
\sigma_f^2\simeq(\gamma_n\sigma)^2+\tfrac12(F''\sigma^2)^2 .
\end{equation}
For natural silicon, a rough full width at half maximum of 0.4 mT gives $\sigma=0.4/2.355=0.170$ mT. The two contributions are 1.18 and 2.25 kHz, and together they give 2.54 kHz for this classical Gaussian field. A free electron in the same field distribution has an rms width of about 4.8 MHz. These are static widths, not echo decay rates.

A classical static transverse field would be harmless at this order. Without the nuclear Zeeman term, rotational invariance makes the energies depend on the length of the total electron field, and $F$ is stationary in that length. For a transverse field $\sqrt2\,\sigma$, diagonalisation gives a shift of 5 Hz on $a$, compared with 10.1 kHz for a free electron.

A silicon-29 nucleus, however, is a spin $1/2$ coupled as $\alpha\,\mathbf S\cdot\mathbf I_k$, and its transverse part is not a classical field. The term $\frac\alpha2(S_+I_{k-}+S_-I_{k+})$ can only raise $m$ when the nucleus is up and only lower it when the nucleus is down. Neighbouring levels within a manifold are spaced by roughly $\gamma_eB/10=224$ MHz, with energy rising with $m$ in the upper manifold and falling in the lower, and the squared matrix element of $S_\pm$ between them is about $1/4$. The second-order shifts of the two levels therefore add, to about $2(\alpha^2/4)(1/4)/(224\ \text{MHz})$, with opposite sign for the two nuclear orientations. Diagonalising the donor with this flip-flop term alone gives $\mp5.3\times10^{-4}\alpha^2/\text{MHz}$ for nucleus up and down, about 19 kHz in size for $|\alpha|=6$ MHz. The longitudinal part $\alpha S_zI_{kz}$ adds the classical terms found above, so the full coupling gives $-19.1$ and $+20.4$ kHz for $\alpha=-6$ MHz, and $-17.6$ and $+18.9$ kHz for $\alpha=+6$ MHz. If $N$ equal nuclei produce the width $\sigma$, then $|\alpha|=2\gamma_e\sigma/\sqrt N$ and this term has an rms of 21, 11 and 4.8 kHz for $N=5$, 20 and 100. Where a few strongly coupled nuclei carry much of $\sigma$, the static magnetic width is of order 10 kHz or more, and 2.54 kHz is only its classical part. The flip-flop term and the linear term $\gamma_nb$ both follow the summed nuclear projection, so they add or partly cancel according to the sign of $\alpha$: the total rms widths for $N=5$, 20 and 100 are 23, 12 and 6.4 kHz for negative $\alpha$, and 20, 9.7 and 4.2 kHz for positive $\alpha$.

\subsection{The hyperfine coupling and real devices}

Scaling $A$ and $B$ by a common factor scales every energy by that factor. Euler's relation therefore gives
\begin{equation}
f=A\frac{\partial f}{\partial A}+B\frac{\partial f}{\partial B}.
\end{equation}
At the minimum the last term vanishes, leaving $\partial f/\partial A=f/A=4.77$. A relative change of $A$ produces the same relative change of $f$. Magnetic insensitivity gives no protection here.

The values of $A$, $g$ and $g_I$ used above are rounded values for the real donor, but a donor near an oxide or metal film is not in unstrained, field-free silicon. Take a rough volume strain of $10^{-4}$ and a rough relative response of $A$ of 6 per unit volume strain. The frequency changes by about $7031\times6\times10^{-4}=4.2$ MHz. This exceeds the separation of $a$ and $b$; a spread of this size over an ensemble would blur the pair and defeat the weak pulse considered above. The same change of $A$ moves the stationary field by 0.048 mT and leaves a slope of about 5.3 kHz/mT at the old field. Any spread of $A$ in the crystal broadens the line by 4.77 times that spread, and none of it is included in the magnetic widths above.

An electric field also changes $A$. For a scale estimate, use a binding energy $E_b=71$ meV and an effective mass of $0.3\,m_e$, both rough. The decay length is $\ell=\hbar/\sqrt{2m^*E_b}=1.34$ nm. At 0.01 MV/cm, $(e\mathcal E\ell/E_b)^2\simeq3.5\times10^{-4}$, which corresponds to about 2.5 MHz. This fixes neither the sign nor the prefactor. The silicon masses of 0.19 and $0.92\,m_e$ for the two directions move the estimate to 3.9 and 0.8 MHz, and an isotropic hydrogenic model, which a deep multivalley donor need not follow, would multiply it by about $-3.9$. The chosen field is about a tenth of the classical over-barrier field, 0.1 MV/cm for a dielectric constant of 11.7. The estimate grows as $\mathcal E^2$ and ceases to be useful when the field strongly distorts or ionises the donor.

Two other omissions are of different kinds. At a donor density of $10^{15}$ cm$^{-3}$, the dipolar scale $\mu_0(g\mu_B)^2n/(4\pi h)$ is 52 Hz, although close pairs couple more strongly. At 5 K, Boltzmann weights over the 20 levels give a population difference across $a$ of 0.34\% of the donors. This limits the signal without moving the levels. For the rough device conditions chosen here, strain and electric field, acting through $A$, outweigh a residual magnetic width of order 10 kHz by about two orders of magnitude.

Numerical values quoted here were computed with a short program.
